# Horn collimation and the non-additive resistance of aligned point contacts

A ballistic constriction of width $W_{\min}$ that opens slowly into a horn of mouth width $W_{\max}$ emits electrons within a cone about its axis:

$$|\sin\alpha|\le\sin\alpha_{\max}=\frac{W_{\min}}{W_{\max}} .$$

If a second, identical contact faces the first, a fraction $d$ of the injected electrons passes straight through it. The resistance of the pair is then

$$R_{\rm series}=\frac{R_1+R_2}{1+d},$$

provided that the region between the contacts draws no net current and scrambles the electrons that miss. The sum of the two contact resistances is recovered for $d=0$. In the example below the horns raise $d$ from 0.05 to 0.32, and the pair has 24% less resistance than the sum.

The setting is a two-dimensional degenerate electron gas with spin degeneracy, a flat potential, specular hard walls and no magnetic field, at low temperature and in linear response. The axis is $x$, the walls of a horn lie at $y=\pm W(x)/2$, and $\alpha$ is the angle between the velocity and the axis.

## Why the horn collimates

Take an electron that moves towards the upper wall at angle $\alpha>0$. The wall is inclined to the axis by $\gamma\simeq W'/2$, where $W'=dW/dx\ll1$. Specular reflection turns the direction $\alpha$ into $2\gamma-\alpha$. The electron now moves downwards, and for $\alpha>2\gamma$ the size of its angle has changed by

$$\Delta\alpha=-2\gamma=-W' .$$

To reach the opposite wall it crosses the width $W$, which takes an axial distance $W\cot\alpha$ to leading order in $W'$. Meanwhile the width grows by

$$\Delta W=W'\,W\cot\alpha .$$

Dividing the two changes removes the slope:

$$\frac{d\alpha}{dW}=-\frac{\tan\alpha}{W}
\quad\Rightarrow\quad
\cot\alpha\,d\alpha=-\frac{dW}{W}
\quad\Rightarrow\quad
W\sin\alpha=\text{const}.$$

The last step uses $\cot\alpha\,d\alpha=d(\ln\sin\alpha)$. Since $|p_y|=p_F|\sin\alpha|$ with constant Fermi momentum $p_F$, the product $|p_y|W$ is the adiabatic invariant. The receding walls take transverse momentum from the electron. Its energy is fixed, so the axial momentum grows.

In the constriction $|\sin\alpha|$ cannot exceed 1, so the invariant is at most $p_FW_{\min}$. At the mouth this gives $|\sin\alpha|\le W_{\min}/W_{\max}$. The bound is approached by electrons that enter almost at right angles to the axis.

Replacing finite differences by a derivative requires a small relative change of width per bounce, $W'\cot\alpha\ll1$. This fails for electrons nearly parallel to the axis, but they do not spoil the cone. An electron can strike the widening wall only if $\alpha>\gamma$. The reflected angle then has size $|\alpha-2\gamma|<\alpha$, so a reflection never moves an electron outwards in angle. The useful criterion is therefore the one at the edge of the cone, $W'\cot\alpha_{\max}\ll1$.

**The same result for waves.** The transverse modes of a hard-wall channel are standing waves with $p_y=\pm\pi\hbar n/W$, where $n=1,2,\dots$ If the width changes slowly enough for modes not to mix, $n$ is conserved, and so is $|p_y|W=\pi\hbar n$. The constriction carries the modes with $n\pi/W_{\min}<k_F$, where $k_F=p_F/\hbar$. Their number $N$ is the integer part of $k_FW_{\min}/\pi$. At the mouth they have

$$\sin\alpha_n=\frac{n\pi}{k_FW_{\max}}\le\frac{W_{\min}}{W_{\max}} .$$

The edge of the cone is not perfectly sharp outside the horn. A mouth of finite width spreads the transverse momentum by about $h/W_{\max}$, which blurs $\sin\alpha$ by about $\lambda_F/W_{\max}$, with $\lambda_F$ the Fermi wavelength.

**What the horn leaves unchanged.** An adiabatic horn transmits all $N$ modes, so one contact keeps its resistance $h/(2e^2N)$. Classically, the number of channels is the phase-space area of the beam divided by $h$. In the constriction $y$ covers $W_{\min}$ and $p_y$ covers $2p_F$. At the mouth $y$ covers $W_{\max}$ and $p_y$ covers $2p_F\sin\alpha_{\max}$:

$$W_{\max}\,2p_F\sin\alpha_{\max}=2p_FW_{\min}.$$

Motion at fixed energy preserves this area. The beam therefore fills the rectangle available to it at the mouth, and fills it uniformly. The narrower angle is paid for by the wider mouth.

## How many electrons go straight through

Let the mouths of two identical, aligned horns be a distance $L$ apart, with free flight between them. Without a magnetic field, reversing every velocity turns an allowed path into another allowed path. The second horn therefore passes the same cone that the first one emits. Electrons that arrive outside this cone are turned back inside the horn.

An electron leaving at height $y$ arrives at $y+L\tan\alpha$. Both heights must lie within the mouth width, which leaves a range of starting heights of length $W_{\max}-L|\tan\alpha|$, if this is positive. The largest contributing angle is

$$\alpha_*=\min\left(\alpha_{\max},\ \arctan\frac{W_{\max}}{L}\right).$$

The number of directly connected channels $T_d$ is the corresponding phase-space area divided by $h$. With $dp_y=\hbar k_F\cos\alpha\,d\alpha$, $\hbar/h=1/2\pi$ and a factor 2 for the two signs of $\alpha$,

$$T_d=\frac{k_F}{\pi}\int_0^{\alpha_*}\left(W_{\max}\cos\alpha-L\sin\alpha\right)d\alpha
=\frac{k_F}{\pi}\left[W_{\max}\sin\alpha_*-L(1-\cos\alpha_*)\right].$$

Dividing by the classical channel number $k_FW_{\min}/\pi$ gives the direct fraction

$$d=\frac{W_{\max}\sin\alpha_*-L(1-\cos\alpha_*)}{W_{\min}} .$$

*Distant mouths.* If $\arctan(W_{\max}/L)\le\alpha_{\max}$, then $\sin\alpha_*=W_{\max}/\sqrt{L^2+W_{\max}^2}$ and $\cos\alpha_*=L/\sqrt{L^2+W_{\max}^2}$. The two terms with this denominator add up to $\sqrt{L^2+W_{\max}^2}$, so that

$$d=\frac{\sqrt{L^2+W_{\max}^2}-L}{W_{\min}}\simeq\frac{W_{\max}^2}{2LW_{\min}}\qquad(L\gg W_{\max}).$$

Without horns $W_{\max}$ is replaced by $W_{\min}$, and $d\simeq W_{\min}/2L$. At large distance the horns thus raise the direct fraction by $(W_{\max}/W_{\min})^2$. One factor $W_{\max}/W_{\min}$ comes from the narrower beam and the other from the wider target.

*Narrow cone.* If instead $\alpha_{\max}$ is the smaller angle, then $W_{\max}\sin\alpha_*=W_{\min}$. For small $\alpha_{\max}$ one has $1-\cos\alpha_*\simeq W_{\min}^2/2W_{\max}^2$, and $d\simeq1-LW_{\min}/2W_{\max}^2$. This regime extends up to $L\simeq W_{\max}^2/W_{\min}$, where $d\simeq1/2$. Nearly all electrons go straight through only for $L\ll W_{\max}^2/W_{\min}$.

## Why the resistances do not add

Let the contacts have $N_1$ and $N_2$ open channels. The source is at voltage $V$, the drain at zero, and the region between the contacts floats at $V_m$. Of the channels of contact 1, $T_d$ lead directly to the drain and $N_1-T_d$ end in the middle region. Likewise $N_2-T_d$ channels connect the middle region to the drain. Zero net current into the middle region requires

$$(N_1-T_d)(V-V_m)=(N_2-T_d)V_m
\quad\Rightarrow\quad
V_m=\frac{N_1-T_d}{N_1+N_2-2T_d}\,V .$$

The drain receives the direct current and the current from the middle region:

$$I=\frac{2e^2}{h}\left[T_dV+(N_2-T_d)V_m\right].$$

Insert $V_m$ and use the common denominator $N_1+N_2-2T_d$. The numerator is

$$T_d(N_1+N_2)-2T_d^2+N_1N_2-T_d(N_1+N_2)+T_d^2=N_1N_2-T_d^2 ,$$

and hence

$$R_{\rm series}=\frac{V}{I}=\frac{h}{2e^2}\,\frac{N_1+N_2-2T_d}{N_1N_2-T_d^2}.$$

For $T_d=0$ this is $(h/2e^2)(1/N_1+1/N_2)$, the sum of the contact resistances. For any $T_d$ the sum exceeds $R_{\rm series}$ by

$$\frac{h}{2e^2}\,\frac{T_d\left[2N_1N_2-T_d(N_1+N_2)\right]}{N_1N_2\,(N_1N_2-T_d^2)} .$$

This is not negative. If $N_1\le N_2$, then $T_d\le N_1$, and $T_d(N_1+N_2)\le N_1^2+N_1N_2\le2N_1N_2$.

For equal contacts $N^2-T_d^2=(N-T_d)(N+T_d)$, so the factor $N-T_d$ cancels:

$$R_{\rm series}=\frac{h}{2e^2}\,\frac{2}{N+T_d}=\frac{R_1+R_2}{1+d},\qquad d=\frac{T_d}{N}.$$

The same result follows from counting electrons. A fraction $d$ passes directly. The rest, $1-d$, is scrambled and leaves through either contact with equal probability. The total transmitted fraction is $d+(1-d)/2=(1+d)/2$.

This shows what additivity assumes. The resistance of a contact arises because a wide reservoir offers many more incoming directions than the contact can pass. Adding a second contact resistance presumes that electrons have been redistributed over all these directions before they arrive. The direct beam has not been: it still carries the source population, and it arrives in just those directions that contact 2 accepts. In the limit $T_d\to N$ the pair has the resistance of one contact.

Collimation is thus an amplifier of the effect and not its sole cause. Aligned contacts without horns also have $d>0$.

## How large the effect is

Take $\lambda_F=40$ nm, $W_{\min}=210$ nm, $W_{\max}=525$ nm and $L=2000$ nm. These are model parameters.

**Cone.** $\sin\alpha_{\max}=210/525=0.400$, so $\alpha_{\max}=23.6^\circ$. Since $k_FW_{\min}/\pi=10.5$, there are $N=10$ channels, and the highest mode leaves at $22.4^\circ$. The diffraction blur of $\sin\alpha$ is about $40/525\approx0.08$.

**Direct fraction.** The opposite mouth limits the angle, because $\arctan(525/2000)=14.7^\circ$ is less than $\alpha_{\max}$. Therefore

$$d=\frac{\sqrt{2000^2+525^2}-2000}{210}=0.323 .$$

Without horns $d=0.052$. The enhancement is 6.2, close to $(W_{\max}/W_{\min})^2=6.25$.

**Resistance.** One contact has $12906\ \Omega/10=1291\ \Omega$, and two add up to $2581\ \Omega$. The pair has

$$R_{\rm series}=\frac{2581\ \Omega}{1.323}\approx1950\ \Omega=1.95\ \text{k}\Omega ,$$

which is 24% below the sum. Without horns it would be $2453\ \Omega$, 5% below the sum.

This estimate combines an integer $N$ with a classical $d$. Propagating the ten modes as waves from mouth to mouth gives $d\approx0.31$ and about $1.97\ \text{k}\Omega$, a shift of about 1% in the resistance.

The series law also rests on scrambling. The numerical check follows electrons through a middle region with specular gate walls and distant diffuse ends, without presupposing equal escape probabilities. It finds a transmitted fraction of 0.663, against $(1+d)/2=0.661$.

## What to do about it

**Make the horn long enough.** For a horn of length $\ell$, the mean slope is $(W_{\max}-W_{\min})/\ell$. Take the profile $W(x)=W_{\min}+(W_{\max}-W_{\min})\sin^2(\pi x/2\ell)$, whose steepest slope is $\pi/2$ times the mean. The wave calculation for the widths above then gives:

| $\ell$ (nm) | mean slope × $\cot\alpha_{\max}$ | flux in modes $1$ to $N$ at the mouth |
|---|---|---|
| 210 | 3.4 | 52% |
| 1050 | 0.69 | 93% |
| 4200 | 0.17 | 99.98% |

The 1050 nm horn still collimates well, although the least stable mode keeps its number with a probability of only 7%. Mixing among the first $N$ modes does not take flux out of the cone. All three horns transmit 10.0 channels in total, so in this example, with $k_FW_{\min}/\pi$ midway between two channel thresholds, the resistance of a single contact does not reveal whether its horn collimates.

The length also has an upper limit. The whole path, through both horns and the gap, must stay well below the mean free path $\hbar k_F\mu/e$, where $\mu$ is the mobility. For $\lambda_F=40$ nm and $\mu=100\ \mathrm{m^2/(V\,s)}$ the mean free path is 10.3 µm. Two 4200 nm horns with the 2000 nm gap already make a path of 10.4 µm, so they need a considerably higher mobility. If the scattering is mainly through small angles, as is usual in high-mobility gases, the demand is stricter still. Over a path $s$ the direction then spreads by about $\sqrt{2s/\ell_{\rm tr}}$, with $\ell_{\rm tr}$ this mean free path, and the spread must stay small against $\alpha_{\max}$. For $\ell_{\rm tr}=10.3$ µm the 2000 nm gap alone gives a spread of $36^\circ$ and lowers $d$ from 0.32 to about 0.17, against about 0.27 for large-angle scattering.

**Use the deficit as a measurement.** For identical contacts, $d=(R_1+R_2)/R_{\rm series}-1$. This presumes that each $R_i$ is measured on its own against a scrambling region. Scattering between the mouths lowers $d$. If the walls of the middle region steer missed electrons preferentially towards one contact, the equal escape probabilities fail, and the deficit no longer gives $d$ alone.

**Restore additivity where it is wanted.** The relative deficit is $d/(1+d)$. If the flight between the mouths is ballistic, keeping it below a small value $\varepsilon$ requires $L\gtrsim W_{\max}^2/(2W_{\min}\varepsilon)$. Scattering between the mouths makes a shorter distance sufficient. Alternatively, shift one contact sideways by $D$. The beam reaches heights up to $W_{\max}/2+L\tan\alpha_{\max}$, and the shifted mouth begins at $D-W_{\max}/2$. The classical direct transmission therefore vanishes for

$$D>W_{\max}+L\tan\alpha_{\max},$$

apart from diffraction at the edge of the cone. The two resistances then add only if the missed beam is scrambled before it meets a contact. Flat specular gate walls do not do this, because they keep the angle to the axis. In the example with $D=1400$ nm and such walls, 16% of the electrons are mirrored back into contact 1 and 22% enter the shifted contact after two or more reflections. The resistance then remains about 6% below the sum, and about 10% below it at $D=2100$ nm.

## Calculated quantities

```
Fermi wavelength                      40 nm
constriction width W_min              210 nm
mouth width W_max                     525 nm
mouth separation L                    2000 nm
horn length                           4200 nm
k_F W_min / pi                        10.50
channels N                            10
sin(alpha_max) = W_min/W_max          0.4000
maximal injection angle               23.58 deg
angle of highest mode                 22.39 deg
angle subtended, arctan(W_max/L)      14.71 deg
Rays, slow horn of length 60 W_min:
  largest final |sin(alpha)|          0.3962
  largest relative change of W sin(a) 0.0060 (start |sin|>0.6)
  mean (2y/W_max)^2, uniform is 1/3   0.339
Rays, abrupt horn of length 0.5 W_min:
  largest final |sin(alpha)|          0.9571
Waves: horn length, total transmission, flux share in modes 1..N,
       smallest probability to keep the mode number
      210 nm     9.9954   0.5207   0.0005
     1050 nm    10.0000   0.9347   0.0662
     4200 nm    10.0000   0.9998   0.9584
    12600 nm    10.0000   1.0000   0.9994
direct fraction d with horns          0.3227
direct fraction, large-L formula      0.3281
direct fraction, wave calculation     0.3110
direct fraction without horns         0.0524
enhancement of d by horns             6.16
(W_max/W_min)^2                       6.25
followed electrons: direct fraction   0.3234
followed electrons: total transmitted 0.6633
predicted total (1+d)/2               0.6613
h/(2e^2)                              12906.40 ohm
one contact                           1290.6 ohm
additive sum of two contacts          2581.3 ohm
series resistance with horns          1951.6 ohm = 1.952 kilo-ohm
series resistance, wave value of d    1968.9 ohm
series resistance without horns       2452.9 ohm
deficit with horns                    629.7 ohm
relative deficit with horns           24.4 percent
relative deficit without horns        5.0 percent
```
